# Kohn–Sham potential gradient versus the Breit–Pauli spin–orbit mean field in atoms, part 1

(Sections cited here and not found follow in the second part.)

Take the nonrelativistic Hartree–Fock orbitals of neon, keep them fixed throughout, remove a 2p electron, and ask for the splitting between the $j=3/2$ and $j=1/2$ levels of the ion to first order in $\alpha^2$. The many-electron Breit–Pauli operator gives 678 cm⁻¹. A shortcut suggests itself: a particle in a potential $v$ has the spin–orbit operator $\tfrac{\alpha^2}{2}(\nabla v\times\mathbf p)\cdot\mathbf s$, Kohn–Sham theory supplies a potential that already contains exchange, so one inserts it. With the same orbitals and the local density approximation (LDA) this gives 802 cm⁻¹, which is 18 % above the Breit–Pauli value. Leaving exchange and correlation out of $v$ altogether would have given an excess of 13 %: adding the exchange potential moves the result away from the operator it was meant to imitate. The cause can be seen in closed form for three electrons.

## The two operators

Atomic units are used, $\alpha=1/c$, $\mathbf p=-i\nabla$, $\mathbf s=\boldsymbol\sigma/2$, and everything is of first order in $\alpha^2$. The starting point is the Breit–Pauli spin–orbit operator of an atom,

$$H_{\rm SO}=\frac{\alpha^2}{2}\sum_i \frac{Z}{r_i^3}(\mathbf r_i\times\mathbf p_i)\cdot\mathbf s_i+\sum_{i\ne j}\mathbf g(i,j)\cdot(\mathbf s_i+2\mathbf s_j),$$

$$\mathbf g(1,2)=-\frac{\alpha^2}{2}\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}=\frac{\alpha^2}{2}\,\nabla_1\!\Big(\frac1{r_{12}}\Big)\times\mathbf p_1 ,$$

where $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$ and $\nabla_1 r_{12}^{-1}=-\mathbf r_{12}/r_{12}^3$. The part with $\mathbf s_i$ is spin–same-orbit (SSO): electron $i$ moves in the electric field of electron $j$. The part with $2\mathbf s_j$ is spin–other-orbit (SOO): the spin moment of $j$ feels the magnetic field made by the motion of $i$.

The local operator comes from a Dirac particle in a multiplicative potential. Eliminating the small component, $\psi^S\approx\boldsymbol\sigma\cdot\mathbf p\,\psi^L/2c$, produces $(\boldsymbol\sigma\cdot\mathbf p)v(\boldsymbol\sigma\cdot\mathbf p)/4c^2$. The identity $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abc}\sigma_c$ splits off the spin-dependent part $i\boldsymbol\sigma\cdot(\mathbf p\times v\mathbf p)/4c^2$, and $\mathbf p\times v\mathbf p=-i\nabla v\times\mathbf p$ because $\mathbf p\times\mathbf p=0$. With $\boldsymbol\sigma=2\mathbf s$,

$$h^{\rm loc}=\frac{\alpha^2}{2}(\nabla v\times\mathbf p)\cdot\mathbf s,\qquad v=v_{\rm nuc}+v_H+v_{xc}.$$

For $v_{\rm nuc}=-Z/r$ the gradient is $Z\mathbf r/r^3$, which gives the first term of $H_{\rm SO}$.

Both operators are brought to one form by partial integration. For real functions $p,q$ and any multiplicative $V$,

$$\int p\,\epsilon_{abc}(\partial_bV)(-i\partial_cq)=i\int V\,\epsilon_{abc}\,\partial_b(p\,\partial_cq)=i\int V\,(\nabla p\times\nabla q)_a .$$

The term $p\,\partial_b\partial_cq$ is symmetric in $b,c$ and is removed by $\epsilon_{abc}$. Surface terms vanish at infinity for bound functions, and at a $1/r$ singularity because the area of a small sphere shrinks faster than $1/r$ grows. Define

$$\mathbf W_{pq}[V]=\int V\,\nabla p\times\nabla q,\qquad \mathbf W(pq|rs)=\iint\frac{(\nabla p\times\nabla q)(1)\;r(2)s(2)}{r_{12}} .$$

Then $\langle p|h^{\rm loc}|q\rangle=i\tfrac{\alpha^2}{2}\mathbf W_{pq}[v]\cdot\mathbf s$, and the two-electron integral in which $\mathbf g$ differentiates the electron going from $q$ to $p$ is $(pq|\mathbf g|rs)=i\tfrac{\alpha^2}{2}\mathbf W(pq|rs)$. It is antisymmetric in $p,q$ and symmetric in $r,s$; in particular $\mathbf W(kk|rs)=0$.

In a spherical system, any such matrix between p functions has components $W^c_{ab}$ ($a,b,c\in\{x,y,z\}$) that must look the same in every rotated frame. The only such three-index array is $w\,\epsilon_{abc}$, so one number, $w=W^z_{xy}$, fixes it. The orbital angular momentum has the same structure: $l_z=-i(x\partial_y-y\partial_x)$ turns $yf(r)$ into $-i\,xf(r)$, so $\langle p_x|l_z|p_y\rangle=-i$ and $\langle p_a|l_c|p_b\rangle=-i\epsilon_{abc}$. Equating $i\tfrac{\alpha^2}{2}w\,\epsilon_{abc}$ with $\zeta(-i\epsilon_{abc})$ shows that the operator is $\zeta\,\mathbf l\cdot\mathbf s$ with

$$\zeta=-\frac{\alpha^2}{2}\,W^z_{xy}.\tag{1}$$

For a spherical local potential take $p_x=xf_1(r)$, $p_y=yf_2(r)$, and use $\partial_a f=x_af'/r$:

$$(\nabla p_x\times\nabla p_y)_z=\Big(f_1+\frac{x^2f_1'}{r}\Big)\Big(f_2+\frac{y^2f_2'}{r}\Big)-\frac{xyf_1'}{r}\,\frac{xyf_2'}{r}=f_1f_2+\frac{x^2f_1'f_2+y^2f_1f_2'}{r}.\tag{2}$$

The angular averages of $x^2$ and $y^2$ are $r^2/3$, so the average of (2) is $f_1f_2+\tfrac r3(f_1f_2)'$. Integrating the derivative by parts,

$$W^z_{xy}=4\pi\!\int\! f_1f_2\Big[Vr^2-\tfrac13(Vr^3)'\Big]dr=-\frac{4\pi}{3}\int f_1f_2\,r^3V'\,dr .$$

Write $f=\sqrt{3/4\pi}\,R(r)/r$, so that $\int R^2r^2dr=1$ normalises $xf$. Then

$$\zeta^{\rm loc}_{12}=\frac{\alpha^2}{2}\int R_1R_2\,\frac{V'}{r}\,r^2dr,\tag{3}$$

and for $R_1=R_2$ this is $\tfrac{\alpha^2}{2}\langle V'/r\rangle$, equivalently $W^z_{xy}=-\langle V'/r\rangle$. A potential that rises outward, as the nuclear attraction does, gives positive $\zeta$. The conversion factor is $\alpha^2/2=5.8437$ cm⁻¹ bohr³.

## Counter-example: a 2p electron outside a 1s² core

Let the core orbital be $k=s(r)=S(r)/\sqrt{4\pi}$ with $S=2a^{3/2}e^{-ar}$, and the outer electron have $R=n\,re^{-br}$. Normalisation, $n^2\,4!/(2b)^5=1$, gives $n^2=4b^5/3$. The s and p functions are orthogonal by symmetry. Both operators are built from the closed core alone, with the p electron as the probe.

### The exact first-order matrix

The six determinants $|k\alpha\,k\beta\,P|$, with $P=p\sigma$ a 2p spin orbital, differ in at most one spin orbital. Write the two-electron operator as $\sum_{i<j}G(i,j)$ with the symmetric

$$G(1,2)=\mathbf g(1,2)\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf g(2,1)\cdot(\mathbf s_2+2\mathbf s_1).$$

The Slater–Condon rules give, between $P=p\sigma$ and $Q=q\tau$, the one-electron element plus

$$F^{(2)}_{PQ}=\sum_{K}\big[\langle PK|G|QK\rangle-\langle PK|G|KQ\rangle\big],$$

where $K=k\kappa$ runs over the core spin orbitals. On the diagonal there is also a core–core constant, shown below to vanish. Let $\mathbf s_{\sigma\tau}=\langle\sigma|\mathbf s|\tau\rangle$.

In the direct term electron 1 goes from $Q$ to $P$ and electron 2 stays in $K$. The first half of $G$ gives $(pq|\mathbf g|kk)\cdot(\mathbf s_{\sigma\tau}+2\delta_{\sigma\tau}\mathbf s_{\kappa\kappa})$. Summed over the two values of $\kappa$, the first piece doubles, and the second, the SOO piece, vanishes because $\mathbf s_{\alpha\alpha}+\mathbf s_{\beta\beta}=0$. The second half of $G$ carries $(kk|\mathbf g|pq)=0$. The direct term is $2(pq|\mathbf g|kk)\cdot\mathbf s_{\sigma\tau}$, pure SSO.

In the exchange term electron 1 goes from $K$ to $P$ and electron 2 from $Q$ to $K$. The first half of $G$ differentiates electron 1 and gives $(pk|\mathbf g|kq)\cdot(\mathbf s_{\sigma\kappa}\delta_{\kappa\tau}+2\delta_{\sigma\kappa}\mathbf s_{\kappa\tau})$. The second half differentiates electron 2 and gives $(kq|\mathbf g|pk)\cdot(\delta_{\sigma\kappa}\mathbf s_{\kappa\tau}+2\mathbf s_{\sigma\kappa}\delta_{\kappa\tau})$. In each product the Kronecker delta selects one $\kappa$ and leaves $\mathbf s_{\sigma\tau}$, so both brackets sum to $(1+2)\,\mathbf s_{\sigma\tau}$, with the 1 from SSO and the 2 from SOO. Hence

$$F^{(2)}_{PQ}=i\frac{\alpha^2}{2}\Big[2\mathbf W(pq|kk)-(1+2)\,\mathbf X_{pq}\Big]\cdot\mathbf s_{\sigma\tau},\qquad \mathbf X_{pq}=\mathbf W(pk|kq)+\mathbf W(kq|pk).\tag{4}$$

The core–core constant is $\tfrac12\sum_KF^{(2)}_{KK}$ plus $\sum_K h_{KK}$; each is proportional to $\sum_\kappa\mathbf s_{\kappa\kappa}=0$. Equation (4) is therefore the exact first-order matrix in these six determinants. Nothing in its derivation used the s character of $k$, only that $k$ is real and holds both spins.

### The direct term

The factor $2\int k^2(2)/r_{12}$ is the Hartree potential of the core, so $2\mathbf W(pq|kk)=\mathbf W_{pq}[v_H]$: this term is common to both operators. Gauss's law gives $v_H'=-Q(r)/r^2$ with $Q$ the number of electrons inside $r$, and (3) gives

$$\zeta_H=-\frac{\alpha^2}{2}\Big\langle\frac{Q(r)}{r^3}\Big\rangle<0 .\tag{5}$$

Here $Q=2[1-e^{-2ar}(1+2ar+2a^2r^2)]$, since this vanishes at $r=0$ and its derivative is $8a^3r^2e^{-2ar}=2S^2r^2$. With $T=2(a+b)$ and $\int_0^\infty r^me^{-\lambda r}dr=m!/\lambda^{m+1}$,

$$\Big\langle\frac{Q}{r^3}\Big\rangle=n^2\!\int\! re^{-2br}Q\,dr=2n^2\Big[\frac1{4b^2}-\frac1{T^2}-\frac{4a}{T^3}-\frac{12a^2}{T^4}\Big].\tag{6}$$

### The exchange term

Allow two radial functions, $p_x=xf_1$ and $p_y=yf_2$, and a general $s(r)$. The two cross products are

$$(\nabla p_x\times\nabla s)_z=\Big(f_1+\frac{x^2f_1'}{r}\Big)\frac{ys'}{r}-\frac{xyf_1'}{r}\frac{xs'}{r}=\frac{yf_1s'}{r},$$

$$(\nabla s\times\nabla p_y)_z=\frac{xs'}{r}\Big(f_2+\frac{y^2f_2'}{r}\Big)-\frac{ys'}{r}\frac{xyf_2'}{r}=\frac{xf_2s'}{r}.$$

In $W^z(pk|kq)$ the distribution $yf_1s'/r$ of electron 1 repels the distribution $s\,yf_2$ of electron 2. With the unit vector $\hat{\mathbf n}=\mathbf r/r$ one has $yf=\sqrt{3/4\pi}\,R\,n_y$, so the two are $\tfrac{\sqrt3}{4\pi}n_yR_1S'/r$ and $\tfrac{\sqrt3}{4\pi}n_yR_2S$. Both are pure dipoles, so of $r_{12}^{-1}=\sum_l r_<^lr_>^{-l-1}P_l(\cos\gamma)$ only $l=1$ survives, with $P_1=\hat{\mathbf n}_1\cdot\hat{\mathbf n}_2$. Using $\int n_an_b\,d\Omega=\tfrac{4\pi}{3}\delta_{ab}$ twice, the angular integral is $(4\pi/3)^2$, and $\tfrac{3}{16\pi^2}\cdot\tfrac{16\pi^2}{9}=\tfrac13$. Thus $W^z(pk|kq)=I_{12}$ with

$$I_{12}=\frac13\iint R_1(r_1)S'(r_1)\,r_1\;R_2(r_2)S(r_2)\,r_2^2\;\frac{r_<}{r_>^2}\,dr_1dr_2 .\tag{7}$$

In $W^z(kq|pk)$ the distributions are $xf_2s'/r$ and $xf_1s$, which is the same integral with $y\to x$ and the labels exchanged, $I_{21}$. So $X^z_{xy}=I_{12}+I_{21}$, and for a single shell $X^z_{xy}=2I$. Inserting $-X$ and $-2X$ in (1),

$$\zeta_{\rm SSOx}=\alpha^2I,\qquad \zeta_{\rm SOO}=2\alpha^2I .\tag{8}$$

For the Slater functions take $R_i=n_i\,re^{-b_ir}$, $S'=-aS$, $c_i=a+b_i$, $T=c_1+c_2$. The product of the prefactors of $S'$ and $S$ is $-4a^4$, so

$$I_{12}=-\frac{4a^4}{3}n_1n_2\,j_{12},\qquad j_{12}=\iint r_1^2r_2^3\,e^{-c_1r_1-c_2r_2}\frac{r_<}{r_>^2}\,dr_1dr_2 .$$

For $r_1<r_2$ the kernel is $r_1/r_2^2$ and the powers become $r_1^3r_2$. With $\int_x^\infty ye^{-cy}dy=e^{-cx}(x/c+1/c^2)$ this region gives $24/(c_2T^5)+6/(c_2^2T^4)$. For $r_1>r_2$ the kernel is $r_2/r_1^2$, the powers become $r_2^4$, the $r_1$ integral gives $e^{-c_1r_2}/c_1$, and the region contributes $24/(c_1T^5)$. Since $1/c_1+1/c_2=T/(c_1c_2)$,

$$j_{12}=\frac{1}{T^4}\Big[\frac{24}{c_1c_2}+\frac{6}{c_2^2}\Big].\tag{9}$$

For $b_1=b_2=b$, $c=a+b$, $T=2c$, this is $30/(16c^6)=15/(8c^6)$, and

$$I=-\frac{4a^4}{3}\cdot\frac{4b^5}{3}\cdot\frac{15}{8c^6}=-\frac{10}{3}\frac{a^4b^5}{(a+b)^6}.\tag{10}$$

Both exchange terms are negative. They reduce $\zeta$, as the Hartree term does.

### The local exchange term

LDA exchange has $E_x=-\tfrac34(3/\pi)^{1/3}\int\rho^{4/3}$, hence $v_x=\delta E_x/\delta\rho=-(3\rho/\pi)^{1/3}$. The core density is $\rho=2S^2/4\pi=(2a^3/\pi)e^{-2ar}$, so $v_x=-\eta\,a\,e^{-2ar/3}$ with $\eta=6^{1/3}\pi^{-2/3}$, and $v_x'=\tfrac23\eta a^2e^{-2ar/3}>0$. From (3),

$$\zeta_x^{\rm LDA}=\frac{\alpha^2}{2}n^2\,\frac{2\eta a^2}{3}\int r^3e^{-(2b+2a/3)r}dr=\frac{2\alpha^2n^2a^2\eta}{(2b+2a/3)^4}>0 .\tag{11}$$

For a potential built from the core, the positive sign does not come from approximating the functional. For two electrons in one orbital, with the Coulomb integral $J=\iint k^2(1)k^2(2)/r_{12}$, the Hartree energy of $\rho=2k^2$ is $E_H=2J$ and the exchange energy is $-J$, one half of $-J$ for each spin. So $E_x=-E_H/2$ for every such density, and the exact Kohn–Sham exchange potential is $v_x=-v_H/2$. Its contribution is, by (5) and (6),

$$\zeta_x^{\rm exact}=-\tfrac12\zeta_H=\frac{\alpha^2n^2}{2}\Big[\frac1{4b^2}-\frac1{T^2}-\frac{4a}{T^3}-\frac{12a^2}{T^4}\Big]>0 .\tag{12}$$

### Numbers

Take $a=8$ and $b=2$ bohr⁻¹, so $a+b=10$, $T=20$, $n^2=128/3$, and $\alpha^2=2\times5.8437$ cm⁻¹ bohr³.

Equation (10) gives $I=-\tfrac{10}{3}\cdot4096\cdot32/10^6=-0.43691$ bohr⁻³. Then $\zeta_{\rm SSOx}=2\times5.8437\times(-0.43691)=-5.106$ cm⁻¹, $\zeta_{\rm SOO}=-10.213$ cm⁻¹, and the two together are $-15.32$ cm⁻¹.

In (11), $2b+2a/3=28/3$ and $\eta=0.8471$, so $\zeta_x^{\rm LDA}=\alpha^2\cdot2\cdot\tfrac{128}{3}\cdot64\cdot0.8471\cdot(3/28)^4=\alpha^2\cdot0.6097$ bohr⁻³ $=+7.126$ cm⁻¹.

In (12) the bracket is $0.0625-0.0025-0.0040-0.0048=0.0512$, so $\zeta_x^{\rm exact}=5.8437\times\tfrac{128}{3}\times0.0512=+12.766$ cm⁻¹.

The exact matrix has $-15.3$ cm⁻¹ where the local operator has $+7.1$ or $+12.8$ cm⁻¹. Dropping SOO from the comparison leaves $-5.1$ cm⁻¹, still of the other sign. The same formulas for three values of $b$ give, in cm⁻¹:

| $b$ (bohr⁻¹) | SSOx | SOO | LDA x | exact local x | (SSOx+SOO)/LDA x |
|---|---|---|---|---|---|
| 0.8 | −0.113 | −0.225 | 0.240 | 0.954 | −1.41 |
| 2.0 | −5.106 | −10.213 | 7.126 | 12.766 | −2.15 |
| 4.0 | −54.72 | −109.45 | 54.75 | 73.88 | −3.00 |

The last column follows from (8), (10), (11) with $\xi=b/a$:

$$\frac{3\alpha^2I}{\zeta_x^{\rm LDA}}=-\frac{10a^4b^5}{(a+b)^6}\cdot\frac{3\,(2b+2a/3)^4}{8b^5a^2\eta}=-\frac{60}{\eta}\,\frac{(\xi+\tfrac13)^4}{(1+\xi)^6}.$$

It is not a constant, so multiplying $v_x$ by a fixed negative number such as $-2$ can mimic the mean field over some range of $\xi$ but is not an identity. For a diffuse probe, $b\ll a$, the exchange terms fall as $-10\alpha^2b^5/a^2$, because (7) needs overlap of $R$ with $S$ at both points. The exact local term falls only as $\alpha^2n^2/(8b^2)=\alpha^2b^3/6$, because $-v_H/2$ has the tail $-1/r$ outside the core. For a potential built from the core alone, the exact exchange potential therefore makes the disagreement larger in this limit than LDA does. The $b^3$ term belongs to that construction: in the potential of the three-electron system the $-1/r$ exchange tail is cancelled by the Hartree field of the probe itself, and the conclusion does not carry over.

### No local potential can repair it

By (3), a local operator sees two radial functions only through their product. For the unnormalised $re^{-b_1r}$ and $re^{-b_2r}$ the product is $r^2e^{-(b_1+b_2)r}$, so the pairs $(b_1,b_2)=(3,3)$ and $(1,5)$ have equal elements for every $v$. A non-spherical $v$ does not help: if it reproduced a rotationally invariant operator, averaging that equality over all rotations would show that its spherical average does too. From (9), with $\Pi=c_1c_2$ and $c_1^{-2}+c_2^{-2}=(T^2-2\Pi)/\Pi^2$,

$$I_{12}+I_{21}=-\frac{4a^4}{3T^4}\Big[\frac{48}{\Pi}+\frac{6(T^2-2\Pi)}{\Pi^2}\Big]=-\frac{4a^4}{3T^4}\Big[\frac{36}{\Pi}+\frac{6T^2}{\Pi^2}\Big].$$

At fixed $T$ the bracket decreases strictly with $\Pi$, so pairs with the same product give different elements. For $a=8$ both pairs have $T=22$. The pair $(3,3)$ has $\Pi=121$, bracket $0.49587$, and $I_{12}+I_{21}=-0.011560$; the pair $(1,5)$ has $\Pi=9\times13=117$, bracket $0.51983$, and $-0.012119$, in atomic units. The ratio is $1.048$ where a local operator gives 1. The nuclear and Hartree parts are local and equal for the two pairs, so the complete mean-field operator of this core is not of the form $(\nabla v\times\mathbf p)\cdot\mathbf s$.

For a 2p electron outside a 1s² core, described by Slater functions, mean-field exchange lowers $\zeta$ while the local exchange potential of the same core raises it, and no local potential can reproduce the complete mean-field operator. What remains is the general statement for closed shells, its proof, and the size of the difference in neon and argon.

Numerical values quoted here were computed with a short program.
